# Why ordering alloys can make the Cahn–Hilliard equation ill-posed

**Why does an alloy that prefers unlike neighbours have a negative gradient-energy coefficient, and why does this ruin the continuum diffusion equation at short wavelengths when diffusion on the crystal lattice stays bounded?**

## What a bond gains from a composition difference

Let sites \(i\) and \(j\) be neighbours, occupied by A with probabilities \(c_i\) and \(c_j\). In mean field the occupations are independent, so the bond is of A–B type with probability

\[
p_{ij}=c_i(1-c_j)+c_j(1-c_i)=c_i+c_j-2c_ic_j .
\]

The probabilities of A–A and B–B bonds are \(c_ic_j=\tfrac12(c_i+c_j)-\tfrac12p_{ij}\) and \((1-c_i)(1-c_j)=1-\tfrac12(c_i+c_j)-\tfrac12p_{ij}\). Weighting the three types with their energies gives \(vp_{ij}\) plus terms constant or linear in composition, where

\[
v=V_{AB}-\tfrac12(V_{AA}+V_{BB}).
\]

The linear terms sum to a constant because the amount of each species is conserved. What remains can be rearranged:

\[
p_{ij}=c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2 ,
\]

as expanding the square confirms. The first two terms belong to single sites. The last is the energy of non-uniformity, with coefficient \(v\). If only nearest neighbours interact, ordering means \(v<0\): a composition difference across a bond lowers the energy. This is the origin of the negative coefficient.

The restriction to nearest neighbours matters, and a case with the opposite sign appears below.

## From bonds to the gradient coefficient

Take a rigid bcc crystal with lattice parameter \(a\) and let composition vary along [001] only. The planes are \(d=a/2\) apart. Each atom has eight nearest neighbours, four in each adjacent plane. Each site therefore collects eight single-site terms, and each pair of adjacent planes contributes four difference terms per atom of a plane. With one atom counted per plane,

\[
F=\sum_n\left[f(c_n)+4v(c_{n+1}-c_n)^2\right],
\]
\[
f(c)=8vc(1-c)+kT\left[c\ln c+(1-c)\ln(1-c)\right].
\]

For slow variation \(c_{n+1}-c_n\approx d\,\partial c/\partial x\). Writing the energy per atom as \(f+\kappa(\partial c/\partial x)^2\) gives

\[
\kappa=4vd^2<0 .
\]

The uniform curvature is \(f''=kT/[c(1-c)]-16v\), which is positive when \(v<0\). Such an alloy resists slow composition waves, while its bond energy favours steep differences; whether steep waves grow depends on the temperature, as shown below.

## The lattice equation and its bound

The plane composition \(c_n\) enters two difference terms, so

\[
\mu_n=\frac{\partial F}{\partial c_n}=f'(c_n)+8v(c_n-c_{n-1})-8v(c_{n+1}-c_n)
=f'(c_n)-\frac{2\kappa}{d^2}\Delta^2c_n ,
\]

where \(\Delta^2c_n=c_{n+1}+c_{n-1}-2c_n\). With flux \(-M\,\partial\mu/\partial x\) between planes and constant mobility \(M>0\), conservation gives

\[
\frac{dc_n}{dt}=\frac{M}{d^2}\Delta^2\mu_n .
\]

Add a small wave \(\delta c_n\propto e^{iknd+Rt}\) to a uniform alloy. The second difference multiplies it by \(e^{ikd}+e^{-ikd}-2=-d^2B^2\), with

\[
B^2=\frac{2(1-\cos kd)}{d^2}\le\frac4{d^2}.
\]

Hence \(\delta\mu=(f''+2\kappa B^2)\delta c\), and a second application of the difference gives

\[
R=-MB^2(f''+2\kappa B^2).
\]

The bracket is the stiffness of the alloy against that wave. For \(\kappa<0\), \(R=MB^2(2|\kappa|B^2-f'')\). Where this is positive, both factors rise with \(B^2\), so the largest positive rate lies at the zone boundary \(k=\pi/d\):

\[
R_{\max}=\frac{4M}{d^2}\left(\frac{8|\kappa|}{d^2}-f''\right).
\]

If this expression is negative, no wave grows. At \(c=\tfrac12\), \(f''=4kT+16|v|\) and \(8|\kappa|/d^2=32|v|\), so the boundary stiffness is \(4(kT-4|v|)\). It vanishes at \(kT_c=4|v|\), the mean-field temperature of B2 order, in which successive planes are alternately rich and poor in A. Growth below \(T_c\) is real physics, at a finite rate.

Nonlinear growth is bounded too. For a periodic stack, shifting the summation index gives

\[
\frac{dF}{dt}=\sum_n\mu_n\frac{dc_n}{dt}=-\frac{M}{d^2}\sum_n(\mu_{n+1}-\mu_n)^2\le0 .
\]

Since \(F\) is bounded below for \(0\le c_n\le1\), the time integral of the squared fluxes is finite. By the Cauchy–Schwarz inequality, the change of any \(c_n\) over a time \(\tau\) is then at most a constant times \(\sqrt\tau\), so every \(c_n\) has a limit at any supposed first contact with 0. Consider an unbroken run of planes that all empty at that moment. It cannot be the whole stack, because the total is conserved. Inside the run \(kT\ln c\) drives \(\mu\) to \(-\infty\); in the planes just outside, \(\mu\) does not go to \(-\infty\). The inflow thus grows without limit and the content of the run is rising just before it should reach zero, a contradiction. Exchanging A and B excludes \(c=1\).

## What truncation removes

The continuum energy \(\int[f+\kappa(\partial c/\partial x)^2]dx\) has \(\mu=f'-2\kappa\,\partial^2c/\partial x^2\), after one integration by parts. With \(\partial c/\partial t=M\,\partial^2\mu/\partial x^2\), a small wave has

\[
R_{\rm cont}=-Mk^2(f''+2\kappa k^2).
\]

This is the lattice result with \(B^2\) replaced by \(k^2\), its leading term at small \(kd\). It agrees with the lattice at order \(k^2\) only: expanding the prefactor \(B^2\) as well gives \(R=-M[f''k^2+(2\kappa-f''d^2/12)k^4+\dots]\), and the continuum equation omits the part \(-f''d^2/12\). On the lattice, a wave of amplitude \(\delta\) can make neighbouring planes differ by at most \(2\delta\), so the energy gained is limited. The squared gradient has no such limit. For \(\kappa<0\),

\[
R_{\rm cont}\to2M|\kappa|k^4\qquad(k\to\infty).
\]

Start with a wave of amplitude \(e^{-k}\). As \(k\) increases, this disturbance and all its derivatives tend to zero, yet at any fixed \(t>0\) its amplitude \(e^{-k+R_{\rm cont}t}\) diverges. The solution does not depend continuously on its initial data, and this makes the problem ill-posed. This happens at every temperature, including those at which the crystal is stable.

A clustering alloy, with \(v>0\), behaves differently. There \(\kappa>0\), and even inside the spinodal, where \(f''<0\), setting \(dR_{\rm cont}/d(k^2)=0\) gives \(k^2=|f''|/(4\kappa)\) and a finite maximum rate \(Mf''^2/(8\kappa)\). An instability alone does not make the equation ill-posed; unlimited growth at large \(k\) does.

Above \(T_c\) no wave grows on the lattice, so all growth in the truncated equation is false. It begins where the truncated stiffness vanishes. At \(c=\tfrac12\),

\[
k_c^2=\frac{f''}{2|\kappa|},\qquad k_c^2d^2=\frac{4kT+16|v|}{8|v|}=2+\frac{kT}{2|v|}.
\]

The shortest wavelength distinguishable on the planes is \(2d\), or \(kd=\pi\). It lies in the false band until \(kT=2|v|(\pi^2-2)\), that is, until \(T=\tfrac12(\pi^2-2)T_c\).

The next term of the expansion, \(B^2\approx k^2-d^2k^4/12\), adds \(-(\kappa d^2/12)(\partial^2c/\partial x^2)^2\) to the energy, which is positive for \(\kappa<0\). The stiffness becomes \(f''-2|\kappa|(k^2-d^2k^4/12)\). It is smallest at \(k^2=6/d^2\), with value \(f''-6|\kappa|/d^2\), and rises at larger \(k\). With this stiffness and the prefactor kept as \(k^2\), the linearized equation is well-posed with the same negative \(\kappa\), so the fault lies in the truncation. The repair depends on where the series is cut: using \(k^2-d^2k^4/12\) in the prefactor too, or keeping the following term \(+d^4k^6/360\) in the stiffness, makes the rate grow without limit again. The repair is still inaccurate at short wavelengths: at \(c=\tfrac12\) its minimum is \(4kT-8|v|\), so it loses stability at \(T_c/2\) instead of \(T_c\).

## Ordering with a positive coefficient

For several neighbour shells, each pair contributes \(v_r(x_r\,\partial c/\partial x)^2\), where \(x_r\) is the bond's component along [001]. Counting each pair once gives \(\kappa=\tfrac12\sum_rv_rx_r^2\). Two of the six second neighbours in bcc lie at \(x_r=\pm2d\), the rest at zero, so

\[
\kappa=4d^2(v_1+v_2).
\]

From the product term \(-2v_rc_ic_j\), the stiffness at \(c=\tfrac12\) is \(4kT-2\sum_rv_r\cos(kx_r)\). Let \(v_1<0<v_2\). At the zone boundary the cosine is \(-1\) for first neighbours and \(+1\) for second, so every bond gives its lowest possible contribution, and the stiffness is \(4kT-16|v_1|-12v_2\). The alloy orders there. At \(k=0\) the stiffness is \(4kT+16|v_1|-12v_2\), positive at all temperatures if \(v_2<4|v_1|/3\). For \(|v_1|<v_2<4|v_1|/3\) the alloy orders, has no uniform spinodal, and has \(\kappa>0\). Its truncated equation is well-posed but misses the ordering.

With \(v_1=-0.015\) eV, \(v_2=0.018\) eV and \(d=0.150\) nm, \(\kappa=+2.70\times10^{-4}\) eV nm² and the mean-field ordering temperature is 1323 K.

## Numbers for a multilayer

Return to nearest neighbours and take \(a=0.30\) nm, \(v=-0.015\) eV, \(c=\tfrac12\) and \(T=900\) K, so \(kT=0.07756\) eV. Then

\[
\kappa=4(-0.015)(0.150)^2=-1.35\times10^{-3}\ \text{eV nm}^2,
\]
\[
f''=4(0.07756)+16(0.015)=0.550\ \text{eV},
\]

and \(T_c=696\) K. The lattice stiffness at the zone boundary is \(0.550-0.480=0.070\) eV, while the truncated one is \(-0.634\) eV.

The mobility is \(M=D^*c(1-c)/kT\), chosen so that an ideal solution interdiffuses with the tracer diffusivity \(D^*\). For \(D^*=10^{-17}\) cm²/s, \(M=3.22\times10^{-3}\) nm²/(eV s).

A 3.0 nm modulation has rate \(-7.55\times10^{-3}\) s⁻¹ on the lattice and \(-7.61\times10^{-3}\) s⁻¹ in the continuum, a difference of 0.8%. Almost all of it comes from the prefactor, \(k^2/B^2\approx1+(kd)^2/12\); the two stiffnesses differ by only 0.02% at this wavelength. At 0.30 nm, which is \(2d\), the lattice gives \(-0.040\) s⁻¹ and the continuum \(+0.90\) s⁻¹. False growth sets in below 0.440 nm, and it includes \(2d\) up to 2740 K.

A finer numerical grid makes matters worse. On a grid of spacing \(h\) the second difference is bounded by \(4/h^2\), so the largest growth rate is \(R_{\max}\) with \(d\) replaced by \(h\) and \(\kappa\) held fixed, wherever that expression is positive. Here this means \(h<\sqrt{8|\kappa|/f''}=0.140\) nm, and as \(h\to0\) the rate grows as \(h^{-4}\). At \(h=d\) the grid equation is the lattice equation, and nothing grows here. At \(h=0.075\) nm the largest rate is 3.14 s⁻¹, and at 0.0375 nm it is 65.4 s⁻¹. In the linearized equation, started from a 3 nm wave of amplitude 0.05 with random noise of size \(10^{-12}\), the disturbance reaches 0.5 after about 8.9 s and 0.43 s respectively; these times shift by a few per cent from one noise sample to another.

At 550 K, with \(D^*\) held fixed, the lattice does order, at a largest rate of 0.047 s⁻¹. This is not a realistic annealing rate, because \(D^*\) falls steeply on cooling: an activation energy of 2.5 eV would make it about \(10^9\) times smaller at 550 K than at 900 K. Growth from a small alternating seed ends in layers with \(c=0.138\) and \(0.862\).

## How far the model can be trusted

These inputs are round illustrative values, not fitted to a particular alloy. A larger \(|v|\) raises the ordering temperature in proportion, and an alloy already ordered at 900 K would need an expansion about its ordered state instead of the uniform one used here. The diffusivity may differ by orders of magnitude between alloys; in this model it rescales all rates equally.

Mean field omits correlations between neighbouring occupations. Monte Carlo sampling of the same pair model at 900 K, with the stiffness taken as \(kT\) divided by the mean-square wave amplitude, gives \(0.578\pm0.003\) eV at \(k=0\) and \(0.094\pm0.001\) eV at the zone boundary. These are 5% and 34% above mean field. The stiffness still falls with \(k\), so the negative sign survives. At fixed \(M\), the mean-field decay at \(2d\) is too slow by the same stiffness ratio. Correlations also lower the ordering temperature of this pair model, to about 0.79 of the mean-field value, as is known for the equivalent Ising model on the bcc lattice. That is close to 550 K, so the layer compositions found above at 550 K illustrate how mean-field growth saturates, and their difference is much too large for the pair model itself.

Coherency strain adds \(2\eta^2Y\Omega\) to \(f''\), where \(\eta\) is the size mismatch per unit composition, \(Y\) the biaxial modulus and \(\Omega=a^3/2\) the atomic volume. For \(\eta=0.02\) and \(Y=200\) GPa this is 0.0135 eV, or 2.5% of \(f''\). It is 19% of the zone-boundary stiffness, but continuum elasticity gives only a scale there. A second-neighbour energy of size \(0.2|v|\) changes \(|\kappa|\) by 20%, downward if it is positive. Its effect on ordering is more important: it shifts the zone-boundary stiffness by \(12(0.2|v|)=0.036\) eV, about half the value at 900 K, and the mean-field ordering temperature by 15%. A positive value lowers the stiffness and raises that temperature. Composition-dependent mobility and vacancy kinetics are not included; they can change the rates, whereas the sign of \(\kappa\) is set by the energy.

The numerical output below lists the main computed values.

## Numbers as computed

```
lattice parameter a = 0.30 nm, plane spacing d = 0.150 nm
pair energy v = -0.015 eV, composition c = 0.5
anneal T = 900 K, kT = 0.07756 eV
tracer diffusivity D* = 1.0e-17 cm2/s = 1.0e-03 nm2/s
mobility M = 3.2235e-03 nm2/(eV s)
gradient coefficient kappa = -1.350e-03 eV nm2 per atom
mean-field ordering temperature = 696.3 K
uniform curvature f'' = 0.5502 eV
zone-boundary stiffness, lattice = 0.0702 eV
zone-boundary stiffness, continuum = -0.6341 eV
interdiffusivity M f'' = 1.7736e-03 nm2/s
rate at 3.0 nm, lattice = -7.55152e-03 1/s
rate at 3.0 nm, continuum = -7.61257e-03 1/s
rate at 3.0 nm, nonlinear lattice run = -7.55176e-03 1/s
rate at 0.30 nm, lattice = -0.0402 1/s
continuum at 0.300 nm: rate 0.8966 1/s, log10 growth in 1 s 0.3894
continuum at 0.150 nm: rate 23.68 1/s, log10 growth in 1 s 10.29
continuum at 0.075 nm: rate 416.3 1/s, log10 growth in 1 s 180.8
continuum growth begins at k = 14.275 1/nm, wavelength below 0.4401 nm
false growth reaches 2d up to T = 2740 K = 3.935 Tc
grid h = 0.15000 nm: largest rate 0 1/s
grid h = 0.07500 nm: largest rate 3.14 1/s, noise 1e-12 to 0.5 in 8.949 s
grid h = 0.03750 nm: largest rate 65.37 1/s, noise 1e-12 to 0.5 in 0.427 s
grid h = 0.01875 nm: largest rate 1107 1/s
rate ratio for last halving of h = 16.93
sixth-order continuum, minimum stiffness = 0.1902 eV
low T = 550 K, same D*: largest lattice rate = 0.0473 1/s
low T random run: c stays between 0.05969 and 0.96213
low T ordered layers: c = 0.1377 and 0.8623
equilibrium order amplitude from its equation = 0.3623
counterexample v2 = 0.0180 eV: kappa = 2.700e-04 eV nm2
counterexample mean-field ordering temperature = 1323 K
counterexample uniform curvature at T=0 limit = 0.0240 eV
k d/pi = 0.00: stiffness mean field 0.5502, Monte Carlo 0.5784 +- 0.0027 eV
k d/pi = 0.25: stiffness mean field 0.4799, Monte Carlo 0.5068 +- 0.0015 eV
k d/pi = 0.50: stiffness mean field 0.3102, Monte Carlo 0.3361 +- 0.0011 eV
k d/pi = 1.00: stiffness mean field 0.0702, Monte Carlo 0.0943 +- 0.0006 eV
strain inputs: misfit 0.02, modulus 200 GPa
strain adds 0.0135 eV = 2.5 % of f''
strain relative to zone-boundary stiffness = 19 %
second neighbours at 0.2|v| change kappa by 20 % in size
```
